# Polarizability of the Hubbard dimer: exact versus restricted Hartree-Fock

**Question**

I am working on how electronic-structure methods predict polarizabilities, and I am stuck on what should be the simplest correlated case. Take the symmetric Hubbard dimer with two electrons, hopping $t$, on-site repulsion $U$ and site distance $a$. I am asked to show that at large $U$ the exact static polarizability falls as $1/U^3$, while coupled restricted Hartree-Fock gives $1/U$.

My attempt: moving an electron to the other site costs about $U$, so second-order perturbation theory should put one factor $U$ in the denominator. That would be the Hartree-Fock answer, not the exact one. Where do the other two powers come from? When I do Hartree-Fock with the potential left as it was without the field, I get no dependence on $U$ at all, so I am missing something there too. And is the wrong power the fault of using a single determinant, or of the word "restricted"? A numerical example would help.

**Answer**

Your gap is right. What is missing is the matrix element: the exact ground state at large $U$ has very little weight in the configurations on which the field acts, and that weight itself falls as $1/U^2$. The restricted determinant cannot reduce it.

**Conventions**

I use Hartree atomic units, $t>0$, $U\ge 0$ and zero temperature. Site 1 lies at $+a/2$ and site 2 at $-a/2$. An electron has charge $-1$, so a field $F$ along the axis gives it the energy $+F$ times its position. Hence

$$H=-t\sum_\sigma\left(c^\dagger_{1\sigma}c_{2\sigma}+c^\dagger_{2\sigma}c_{1\sigma}\right)+U\sum_i n_{i\uparrow}n_{i\downarrow}+aF\,X,\qquad X=\frac{n_1-n_2}{2}.$$

The dipole is $p=-a\langle X\rangle$. Since $dE/dF=a\langle X\rangle=-p$ for the ground-state energy, the polarizability is

$$\alpha=\left.\frac{dp}{dF}\right|_{F=0}=-\left.\frac{d^2E}{dF^2}\right|_{F=0}.$$

"Large $U$" means $U\gg 4t$ with $t$ and $a$ fixed, and the limit $F\to0$ is taken first.

**The exact ground state**

Let $|ij\rangle=c^\dagger_{i\uparrow}c^\dagger_{j\downarrow}|0\rangle$ have the up electron on site $i$ and the down electron on site $j$. With this ordering, hopping changes one label and produces no extra sign. Define

$$|c\rangle=\frac{|12\rangle+|21\rangle}{\sqrt2},\quad |s\rangle=\frac{|11\rangle+|22\rangle}{\sqrt2},\quad |o\rangle=\frac{|11\rangle-|22\rangle}{\sqrt2}.$$

The first is covalent, with one electron per site; the other two are ionic. The remaining combination, $(|12\rangle-|21\rangle)/\sqrt2$, belongs to the triplet.

Hopping takes both $|12\rangle$ and $|21\rangle$ into $-t(|11\rangle+|22\rangle)$. In $|c\rangle$ the two contributions add, and in the triplet they cancel. At $F=0$, therefore,

$$H|c\rangle=-2t|s\rangle,\qquad H|s\rangle=U|s\rangle-2t|c\rangle,\qquad H|o\rangle=U|o\rangle,$$

and the triplet has energy zero. The operator $X$ equals $+1$ on $|11\rangle$, $-1$ on $|22\rangle$ and $0$ on $|12\rangle$ and $|21\rangle$, so

$$X|c\rangle=0,\qquad X|s\rangle=|o\rangle.$$

The energies in the space of $|c\rangle$ and $|s\rangle$ obey $E(E-U)=4t^2$. With $R=\sqrt{U^2+16t^2}$ the lower root is

$$E_0=\frac{U-R}{2}.$$

It is negative, so the ground state is this singlet. Write it as $|0\rangle=A|c\rangle+B|s\rangle$. The $|c\rangle$ component of the eigenvalue equation is $-2tB=E_0A$, which gives $B/A=(R-U)/(4t)$. The ionic weight $w=B^2$ is then

$$w=\frac{(R-U)^2}{(R-U)^2+16t^2}.$$

Because $16t^2=R^2-U^2=(R-U)(R+U)$, one factor $R-U$ cancels:

$$w=\frac{R-U}{(R-U)+(R+U)}=\frac{R-U}{2R}.$$

**The exact polarizability**

The field acts on the ground state as $X|0\rangle=B|o\rangle$, and $|o\rangle$ is an eigenstate with energy $U$. The second-order sum thus has a single term:

$$E(F)=E_0-\frac{(aF)^2\,w}{U-E_0}+\dots\quad\Rightarrow\quad \alpha=\frac{2a^2w}{U-E_0}.$$

Here $U-E_0=(U+R)/2$. Inserting this and $w$,

$$\alpha=2a^2\,\frac{R-U}{2R}\,\frac{2}{R+U}=\frac{2a^2(R-U)}{R(R+U)}.$$

Multiplying numerator and denominator by $R+U$ gives

$$\boxed{\alpha_{\rm exact}=\frac{32\,a^2t^2}{R\,(R+U)^2}}$$

For large $U$, set $\tau=t^2/U^2$. Then $R=U(1+8\tau+\dots)$ and $R+U=2U(1+4\tau+\dots)$, so the denominator is $4U^3(1+16\tau+\dots)$ and

$$\alpha_{\rm exact}=\frac{8a^2t^2}{U^3}\left(1-\frac{16t^2}{U^2}+\dots\right).$$

This answers your first question. The gap supplies one power of $1/U$, and the ionic weight $w\to4t^2/U^2$ supplies two. Your estimate left the weight out.

**The same limit from virtual hopping**

At large $U$ one can start from $|c\rangle$ and treat hopping as the perturbation, keeping the field in the energies of the ionic states. These are $U+aF$ for $|11\rangle$ and $U-aF$ for $|22\rangle$, and $|c\rangle$ couples to each with $-\sqrt2\,t$. To second order in $t$,

$$E(F)\simeq-\frac{2t^2}{U+aF}-\frac{2t^2}{U-aF}=-\frac{4t^2U}{U^2-a^2F^2}.$$

The field makes one virtual hop cheaper and the other dearer. Their first-order changes cancel, and what remains is a second-order change of an energy that is already small:

$$E(F)\simeq-\frac{4t^2}{U}\left(1+\frac{a^2F^2}{U^2}+\frac{a^4F^4}{U^4}+\dots\right).$$

The $F^2$ term gives $\alpha=8a^2t^2/U^3$ again. The next term shows when linear response ends. From $p=-dE/dF$,

$$p\simeq\frac{8a^2t^2}{U^3}F\left[1+2\left(\frac{aF}{U}\right)^2+\dots\right],$$

so the field must satisfy $aF\ll U$. Near $aF=U$ the state with both electrons on site 2 becomes degenerate with the covalent one, and the expansion fails.

**Restricted Hartree-Fock**

In the restricted method both electrons occupy one spatial orbital. Take $\phi=\cos\theta\,|1\rangle+\sin\theta\,|2\rangle$ with $0\le\theta\le\pi/2$. A relative phase $\chi$ between the sites would multiply the hopping energy by $\cos\chi$ and leave the other terms alone, so it can only raise the energy.

Let $x=\langle X\rangle=\cos2\theta$. The site probabilities of each electron are $(1\pm x)/2$, and the three energies are

- hopping: $2\times(-2t\cos\theta\sin\theta)=-2t\sqrt{1-x^2}$;
- repulsion: $U\left[\left(\frac{1+x}{2}\right)^2+\left(\frac{1-x}{2}\right)^2\right]=\frac U2(1+x^2)$;
- field: $aFx$.

The total is

$$E_{\rm RHF}(x)=-2t\sqrt{1-x^2}+\frac U2(1+x^2)+aFx.$$

Its second derivative, $2t(1-x^2)^{-3/2}+U$, is positive, so there is one restricted minimum. It satisfies

$$\frac{2tx}{\sqrt{1-x^2}}+Ux+aF=0.$$

To first order in the field, $x=-aF/(2t+U)$. With $p=-ax$,

$$\boxed{\alpha_{\rm RHF}=\frac{a^2}{2t+U}=\frac{a^2}{U}\left(1-\frac{2t}{U}+\dots\right)}$$

**What "coupled" changes**

Your constant result comes from freezing the mean field. Each electron feels the potential $Un_i/2$ made by the other one. The field displaces charge, and the difference of this potential between the sites becomes $U(n_1-n_2)/2=Ux$. The total difference of site energies is therefore

$$\Delta=aF+Ux.$$

An electron in a two-site problem with this difference has, in its lower orbital, $x=-\Delta/\sqrt{\Delta^2+4t^2}\simeq-\Delta/(2t)$.

If the mean field is frozen, $\Delta=aF$ and $\alpha=a^2/(2t)$, which is what you found. If it follows the charge, $x=-(aF+Ux)/(2t)$, and solving for $x$ brings back $-aF/(2t+U)$. Since $x$ has the opposite sign to $aF$, the induced potential opposes the field. This screening is the whole source of the $U$ dependence in RHF, and it gives one power.

The other two powers are absent because the ionic weight of the restricted determinant is $(1+x^2)/2$. At zero field it equals $1/2$ for every $U$. Half of the state is already ionic, and the field has only to shift weight between $|11\rangle$ and $|22\rangle$. As a way to remember the result, put $w=1/2$ and a gap $U$ into $2a^2w/(\text{gap})$: this yields $a^2/U$. It is not a derivation, since the determinant is not an eigenstate of $H$.

At $U=0$ both formulas give $a^2/(2t)$, as they must for independent electrons. At large $U$ their ratio grows without limit:

$$\frac{\alpha_{\rm RHF}}{\alpha_{\rm exact}}\to\frac{U^2}{8t^2}.$$

**Single determinant, or restriction?**

To separate the two, keep a single determinant but let the spins have different orbitals (UHF). Let $D_\sigma=n_{1\sigma}-n_{2\sigma}$, so that $x=(D_\uparrow+D_\downarrow)/2$. The up electron feels the potential $Un_{i\downarrow}$, and therefore

$$D_\uparrow=g(aF+UD_\downarrow),\quad D_\downarrow=g(aF+UD_\uparrow),\quad g(\Delta)=-\frac{\Delta}{\sqrt{\Delta^2+4t^2}}.$$

At $F=0$ try $D_\uparrow=m=-D_\downarrow$. Then $m=Um/\sqrt{U^2m^2+4t^2}$. Besides $m=0$, which is RHF, there is a solution with $U^2m^2+4t^2=U^2$, that is

$$m^2=1-\frac{4t^2}{U^2},\qquad U>2t.$$

One electron with displacement $D$ has hopping energy $-t\sqrt{1-D^2}$. The probability that both electrons share a site is

$$2\cdot\frac{1+m}{2}\cdot\frac{1-m}{2}=\frac{1-m^2}{2}=\frac{2t^2}{U^2}.$$

With $\sqrt{1-m^2}=2t/U$ the energy is $-4t^2/U+2t^2/U=-2t^2/U$. The restricted energy is $U/2-2t$, and the difference is

$$E_{\rm RHF}-E_{\rm UHF}=\frac U2-2t+\frac{2t^2}{U}=\frac{(U-2t)^2}{2U}>0.$$

So for $U>2t$ the restricted solution is no longer the lowest determinant.

For the response, $g'(\Delta)=-4t^2/(\Delta^2+4t^2)^{3/2}$. At the broken-symmetry solution $\Delta^2+4t^2=U^2$ for both spins, so $g'=-4t^2/U^3$. The linearized equations are

$$\delta D_\uparrow=-\frac{4t^2}{U^3}(aF+U\delta D_\downarrow),\qquad \delta D_\downarrow=-\frac{4t^2}{U^3}(aF+U\delta D_\uparrow).$$

Subtracting them gives $(1-4t^2/U^2)(\delta D_\uparrow-\delta D_\downarrow)=0$, so the two changes are equal, and each equals $x$. Then $x(1+4t^2/U^2)=-4t^2aF/U^3$, and

$$\alpha_{\rm UHF}=\frac{4a^2t^2}{U(U^2+4t^2)}\to\frac{4a^2t^2}{U^3}.$$

The cubic law is back, so in this model the wrong power comes from the restriction. The single determinant still costs a factor of two. The exact singlet contains $|12\rangle$ and $|21\rangle$ with amplitudes that add when either electron hops, and its ionic weight is $4t^2/U^2$; the determinant is built around one of them and has half that weight. It also has a static spin pattern that the exact singlet lacks.

**A numerical example**

Take round model parameters, $t=0.02$ hartree, $U=0.4$ hartree and $a=5$ bohr, so $U/t=20$. Then

$$R=\sqrt{0.16+0.0064}=0.4079\ \text{hartree},$$

the ionic weight is $w=0.0079/0.8158=0.0097$, and the gap is $U-E_0=0.4040$ hartree. The polarizabilities are

$$\alpha_{\rm exact}=\frac{2\times25\times0.00971}{0.4040}=1.20\ \text{bohr}^3,\qquad \alpha_{\rm RHF}=\frac{25}{0.44}=56.8\ \text{bohr}^3,$$

or 0.178 and 8.42 Å$^3$. RHF is too large by a factor of 47; the limiting ratio $U^2/(8t^2)$ would be 50. The frozen mean field gives 625 bohr$^3$, and UHF gives 0.62 bohr$^3$.

To see the powers emerge, use the local exponent $d\ln\alpha/d\ln U$ at fixed $t$ and $a$. With $dR/dU=U/R$, the boxed formulas give

$$-\frac{U^2}{R^2}-\frac{2U}{R}\ \ \text{(exact)},\qquad -\frac{U}{U+2t}\ \ \text{(RHF)}.$$

| $U/t$ | exact, bohr$^3$ | exponent | RHF, bohr$^3$ | exponent |
|---|---|---|---|---|
| 4 | 75.8 | −1.91 | 208 | −0.67 |
| 10 | 8.61 | −2.72 | 104 | −0.83 |
| 20 | 1.20 | −2.92 | 56.8 | −0.91 |
| 100 | 0.00998 | −3.00 | 12.3 | −0.98 |

RHF approaches its limit more slowly, because its first correction is of order $t/U$ and the exact one is of order $t^2/U^2$.

**What the model leaves out**

*Repulsion between the sites.* Add $Vn_1n_2$. For two electrons $n_1n_2$ is 1 in covalent and 0 in ionic configurations, so it equals $1-\sum_i n_{i\uparrow}n_{i\downarrow}$. The Hamiltonian is therefore the old one with $U$ replaced by $U-V$, plus the constant $V$. The constant shifts every total energy equally and does not affect the response, so the exact and coupled RHF formulas survive with $U$ replaced by $U-V$, as long as that is not negative, and the UHF formula does so for $U-V>2t$. The frozen mean field is different: the exchange part of $V$ adds $V/2$ to the hopping, and its result becomes $a^2/(2t+V)$. The point-charge estimate $V=1/a=0.2$ hartree halves the effective $U$. The exact value rises to 8.61 bohr$^3$ and the RHF value to 104 bohr$^3$, a ratio of 12 instead of 47. The $U$ of the model is thus best read as the difference $U-V$.

*Polarization within each atom.* The model has one rigid orbital per site, so $\alpha$ is the charge-transfer part alone. For scale, solving the first-order radial equation of a free hydrogen atom on a grid gives 4.5 bohr$^3$, or 9.0 bohr$^3$ for two atoms. This exceeds the exact 1.20 bohr$^3$. If it were simply added to both results, the ratio would drop to about $65.8/10.2\approx6$.

*Temperature.* The three triplet states lie $J=-E_0=0.0040$ hartree above the ground state and have no dipole response. With $k_BT\ll U$, thermal averaging multiplies $\alpha$ by $1/(1+3e^{-J/k_BT})$. At 300 K, $k_BT=0.00095$ hartree, and the exact value falls from 1.20 to 1.15 bohr$^3$. As $U$ grows at fixed temperature, $J$ tends to zero and the factor to $1/4$; the cubic power stays.

*Finite field.* At $F=0.002$ atomic units, about $1.0\times10^9$ V/m and thus of the order of the breakdown field of a good thin-film insulator, diagonalizing $H$ in the field gives a ratio $p/F$ that is 0.12 % above its zero-field value. The estimate $2(aF/U)^2$ gives 0.125 %.

**What this means for a real dielectric**

For a dilute set of independent dimers, the polarization is the density times the mean dipole, so an error in $\alpha$ passes directly into the permittivity minus one. The factor 47 should not be carried over to an actual low-permittivity insulator, however. The chosen $U$ is of atomic size: ionization energy minus electron affinity is roughly 0.5 hartree for hydrogen. At a distance of 5 bohr, the repulsion between the sites, about 0.2 hartree, would lower this hydrogen value to an effective $U-V$ of roughly 0.3 hartree. The hopping is far smaller than in a bond near its equilibrium length, so $U/t=20$ resembles a strongly stretched bond. Stretching a real bond also changes $t$, $a$ and $V$ together, so its polarizability need not follow the $U^{-3}$ law, which holds at fixed $t$ and $a$.

Numerical values quoted here were computed with a short program.
